# A Mueller Matrix Can Pass Every Stokes Test and Remain Unrealisable

## A matrix that reverses one Stokes component

Take the Mueller matrix

\[
M=\mathrm{diag}(1,1,1,-1),\qquad (S_0,S_1,S_2,S_3)\mapsto(S_0,S_1,S_2,-S_3).
\]

A Stokes vector is physical when \(S_0\ge\sqrt{S_1^2+S_2^2+S_3^2}\): the polarised part of the beam cannot carry more power than the whole. Reversing \(S_3\) changes neither side of this inequality. For instance, \((1,\,0.6,\,0,\,0.8)\) becomes \((1,\,0.6,\,0,\,-0.8)\), and both are fully polarised. Every physical input therefore gives a physical output with the same degree of polarisation.

It is tempting to conclude that some optical element, perhaps a complicated random one, has this matrix. No linear element does. To show this we must say how Stokes vectors and elements are described.

Let \(E=(E_x,E_y)\) be the complex field amplitudes, scaled so that \(|E_x|^2+|E_y|^2\) is power, and let \(\Phi=\langle EE^\dagger\rangle\) be the polarisation matrix. With

\[
\sigma_0=\begin{pmatrix}1&0\\0&1\end{pmatrix},\quad
\sigma_1=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\sigma_2=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_3=\begin{pmatrix}0&-i\\i&0\end{pmatrix},
\]

the Stokes components are \(S_a=\mathrm{tr}(\sigma_a\Phi)\), by the same rule at input and output. Since \(\mathrm{tr}(\sigma_a\sigma_b)=2\delta_{ab}\), the inverse relation is \(\Phi=\tfrac12\sum_b S_b\sigma_b\).

A non-depolarising linear element has a Jones matrix \(J\), so that \(E\mapsto JE\) and \(\Phi\mapsto J\Phi J^\dagger\). Inserting the expansion of \(\Phi\) gives its Mueller matrix \(M[J]\):

\[
S_a'=\mathrm{tr}(\sigma_aJ\Phi J^\dagger)=\sum_b M_{ab}S_b,\qquad
M_{ab}=\tfrac12\mathrm{tr}(\sigma_aJ\sigma_bJ^\dagger).
\]

A depolarising element is an ensemble of Jones matrices. Call a Mueller matrix **realisable** if it is a sum of matrices \(M[J]\) with non-negative weights. This definition covers linear elements, fluctuating or not, and excludes phase conjugation, which is discussed below.

## Four diagonal elements settle the matter

Write \(J=\sum_k c_k\sigma_k\). Because Pauli matrices commute or anticommute, \(\sigma_a\sigma_k\sigma_a=\varepsilon_{ak}\sigma_k\), where \(\varepsilon_{ak}=+1\) if \(a=0\), \(k=0\) or \(a=k\), and \(-1\) otherwise. Hence

\[
M_{aa}=\tfrac12\sum_{k,l}\varepsilon_{ak}c_kc_l^*\,\mathrm{tr}(\sigma_k\sigma_l)
=\sum_k\varepsilon_{ak}|c_k|^2 .
\]

In the combination \(M_{00}-M_{11}-M_{22}+M_{33}\), the coefficients are

- of \(|c_0|^2\): \(1-1-1+1=0\);
- of \(|c_1|^2\): \(1-1+1-1=0\);
- of \(|c_2|^2\): \(1+1-1-1=0\);
- of \(|c_3|^2\): \(1+1+1+1=4\).

Therefore

\[
M_{00}-M_{11}-M_{22}+M_{33}=4|c_3|^2\ge0
\]

for every Jones matrix, and so for every sum with non-negative weights. For \(\mathrm{diag}(1,1,1,-1)\) the left side is \(1-1-1-1=-2\). The matrix is not realisable. Multiplying it by a positive gain or loss factor leaves the sign negative, so the defect has nothing to do with energy balance.

## The negative eigenvalue

The inequality just used suits this matrix. The coherency matrix gives a test that works for any Mueller matrix. Written out, the polarisation matrix is

\[
\Phi=\tfrac12\begin{pmatrix}S_0+S_1&S_2-iS_3\\S_2+iS_3&S_0-S_1\end{pmatrix},
\]

so reversing \(S_3\) exchanges the off-diagonal elements: the map is transposition, \(\Phi\mapsto\Phi^T\).

Let \(\mathcal E\) denote the action of a Mueller matrix on \(\Phi\), extended linearly to all \(2\times2\) matrices, and let \(|i\rangle\) with \(i=x,y\) be the basis vectors. Define the \(4\times4\) coherency matrix

\[
H=\tfrac12\sum_{i,j}\mathcal E\big[|i\rangle\langle j|\big]\otimes|i\rangle\langle j| .
\]

Its trace is \(\tfrac12\mathrm{tr}\,\mathcal E[\sigma_0]\). The input \(\Phi=\sigma_0\) has Stokes vector \((2,0,0,0)\) and gives output power \(2M_{00}\), so \(\mathrm{tr}H=M_{00}\).

For transposition, \(\mathcal E[|i\rangle\langle j|]=|j\rangle\langle i|\). Then \(H\) sends \(|i\rangle\otimes|j\rangle\) to \(\tfrac12|j\rangle\otimes|i\rangle\); it is half the exchange of the two factors. In the order \(xx,xy,yx,yy\),

\[
H=\tfrac12\begin{pmatrix}1&0&0&0\\0&0&1&0\\0&1&0&0\\0&0&0&1\end{pmatrix}.
\]

The three symmetric vectors have eigenvalue \(+\tfrac12\). The antisymmetric vector \(|s\rangle=(0,1,-1,0)/\sqrt2\) has eigenvalue \(-\tfrac12\). The sum is \(1=M_{00}\), as required.

Arranged as a \(2\times2\) matrix, \(|s\rangle\) is proportional to \(\begin{pmatrix}0&1\\-1&0\end{pmatrix}=i\sigma_3\), a rotation of the polarisation by 90°. Since \(\sigma_k\sigma_b\sigma_k=\pm\sigma_b\), the off-diagonal elements of \(M[\sigma_k]\) vanish. The diagonal formula above then gives \(M[\sigma_k]=\mathrm{diag}(\varepsilon_{0k},\varepsilon_{1k},\varepsilon_{2k},\varepsilon_{3k})\), and adding the four matrices confirms

\[
\mathrm{diag}(1,1,1,-1)=\tfrac12\big(M[\sigma_0]+M[\sigma_1]+M[\sigma_2]-M[\sigma_3]\big).
\]

The required mixture would contain a 90° rotator with negative weight.

## A beam that exposes the defect

The negative eigenvalue can be turned into a predicted power. Prepare a coherent beam with \(x\) polarisation in spatial mode 1 and \(y\) polarisation in spatial mode 2, with equal powers:

\[
|\Omega\rangle=\frac{|x\rangle\otimes|1\rangle+|y\rangle\otimes|2\rangle}{\sqrt2}.
\]

Identify the mode labels 1 and 2 with the second-factor labels \(x\) and \(y\) in \(H\). The coherence matrix of this beam is \(\tfrac12\sum_{ij}|i\rangle\langle j|\otimes|i\rangle\langle j|\). Suppose the element acts identically on both modes and does not mix them. It then acts on the first factor alone, and the output coherence matrix is \(H\), times the input power.

Now select the antisymmetric combination \(|s\rangle\): take the \(x\) component of mode 2 and the \(y\) component of mode 1, rotate the latter into \(x\), and detect their difference at one port of a balanced beam splitter. For 1.0 mW of input, \(\mathrm{diag}(1,1,1,-1)\) predicts

\[
P=(1.0\ \mathrm{mW})\,\langle s|H|s\rangle=-0.50\ \mathrm{mW}.
\]

No detector can receive this power. The Stokes test misses the contradiction because it asks about one polarisation state at a time. In terms of \(H\), for vectors \(\phi\) and \(\chi\),

\[
\langle\phi\otimes\chi|H|\phi\otimes\chi\rangle=\tfrac12\langle\phi|\,\mathcal E\big[|\chi^*\rangle\langle\chi^*|\big]\,|\phi\rangle .
\]

If \(\mathcal E\) gives a physical output for every pure input, the right side is non-negative. The Stokes test thus checks \(H\) on product vectors, whereas \(|s\rangle\) is not a product vector.

## The correct general statement

**A real \(4\times4\) matrix \(M\) is realisable if and only if its coherency matrix \(H\) has no negative eigenvalue.**

*Realisable implies \(H\ge0\).* For one Jones matrix,

\[
H=\tfrac12\sum_{i,j}J|i\rangle\langle j|J^\dagger\otimes|i\rangle\langle j|
=\tfrac12|J\rangle\!\rangle\langle\!\langle J|,\qquad
|J\rangle\!\rangle=\sum_iJ|i\rangle\otimes|i\rangle .
\]

The vector \(|J\rangle\!\rangle\) lists the elements of \(J\) row by row. This \(H\) has no negative eigenvalue. Since \(H\) is linear in \(M\), a sum with non-negative weights inherits the property.

*\(H\ge0\) implies realisable.* First, \(H\) is Hermitian for every real \(M\). Inserting \(\mathcal E[X]=\tfrac12\sum_{ab}\sigma_aM_{ab}\mathrm{tr}(\sigma_bX)\) into the definition, and using \(\sum_{ij}\langle j|\sigma_b|i\rangle\,|i\rangle\langle j|=\sigma_b^T=\sigma_b^*\), gives

\[
H=\tfrac14\sum_{a,b}M_{ab}\,\sigma_a\otimes\sigma_b^* .
\]

So \(H=\sum_k\lambda_kv_kv_k^\dagger\) with orthonormal \(v_k\) and, by assumption, \(\lambda_k\ge0\). Arrange each \(v_k\) row by row as a \(2\times2\) matrix and multiply it by \(\sqrt{2\lambda_k}\); call the result \(J_k\). Then \(\tfrac12\sum_k|J_k\rangle\!\rangle\langle\!\langle J_k|=H\). The blocks of \(H\) determine \(\mathcal E\) on every \(|i\rangle\langle j|\), hence they determine \(M\). Therefore \(M=\sum_kM[J_k]\), with at most four terms. \(\square\)

A realisable matrix passes the Stokes test, because \(J\Phi J^\dagger\ge0\) whenever \(\Phi\ge0\). The converse fails, as the example shows. Passivity, the demand that output power not exceed input power, is a further condition.

## How much depolarisation repairs the matrix

Consider \(\mathrm{diag}(1,a,a,-a)\) with \(0\le a\le1\). Writing it as \(\sum_k\lambda_kM[\sigma_k]\) and solving for the weights, which are the eigenvalues of \(H\), gives

\[
\lambda_0=\lambda_1=\lambda_2=\frac{1+a}{4},\qquad \lambda_3=\frac{1-3a}{4}.
\]

In this range the matrix is realisable for \(a\le\tfrac13\). At \(a=\tfrac13\) it is an equal mixture of no element (\(\sigma_0\)) and half-wave plates at 0° (\(\sigma_1\)) and 45° (\(\sigma_2\)). A negative \(M_{33}\) beside positive \(M_{11}\) and \(M_{22}\) is thus no proof of error by itself.

This limiting matrix is also the realisable matrix with \(M_{00}=1\) nearest to \(\mathrm{diag}(1,1,1,-1)\), in the Frobenius norm (root of the sum of squared elements). Let \(H'\ge0\) have unit trace. In the eigenbasis of \(H\), let its diagonal elements be \(h\ge0\) along \(|s\rangle\) and \(x_1,x_2,x_3\) along the others, with \(\sum x_i=1-h\). Dropping off-diagonal elements and using \(\sum y_i^2\ge\tfrac13(\sum y_i)^2\),

\[
\|H'-H\|_F^2\ge\big(h+\tfrac12\big)^2+\tfrac13\big(1-h-\tfrac32\big)^2=\tfrac43\big(h+\tfrac12\big)^2\ge\tfrac13 .
\]

Equality needs \(h=0\), \(x_i=\tfrac13\) and vanishing off-diagonal elements, which is \(a=\tfrac13\). The products \(\sigma_a\otimes\sigma_b^*\) are orthogonal with squared norm 4, so \(\|H\|_F=\tfrac12\|M\|_F\). The distance between the Mueller matrices is therefore \(2/\sqrt3\approx1.155\). A free numerical minimisation over mixtures of four Jones matrices reached the same distance.

## Two apparent counterexamples

An ideal mirror at normal incidence seems to produce the forbidden matrix. In fixed laboratory axes the field changes from \(E\) to \(-E\), so \(S_1\) and \(S_2\) stay the same. The component \(S_3=\hat k\cdot\mathrm{Im}(E^*\times E)\), which measures handedness about the propagation direction \(\hat k\), reverses because \(\hat k\) does. The result is \(\mathrm{diag}(1,1,1,-1)\), but it mixes two rules: azimuths from laboratory axes and handedness from the reflected direction. In the right-handed output axes \((x,-y,-z)\) the transverse components are \((-E_x,E_y)\), so \(J=\mathrm{diag}(-1,1)\) and \(M=\mathrm{diag}(1,1,-1,-1)\), which is realisable.

Phase conjugation, \(E\mapsto E^*\), does give \(\Phi\mapsto\Phi^*=\Phi^T\) when input and output fields are referred to the same axes. (For a phase-conjugating mirror, whose output travels backwards, the right-handed output axes used above turn this into \(\mathrm{diag}(1,1,-1,1)\), which is not realisable either.) It is not linear in the field and lies outside the definition. Nor does it produce negative power in the two-mode beam, since it conjugates the whole field, spatial modes included.

## What a sign error does to a measured matrix

A polarimeter that reports output \(S_3\) with the wrong sign multiplies the true matrix from the left by \(\mathrm{diag}(1,1,1,-1)\). Let the sample have \(J=\sum_ks_ku_kv_k^\dagger\), with singular values \(s_1\ge s_2\ge0\). Then \(|J\rangle\!\rangle=\sum_ks_k\,u_k\otimes v_k^*\), and transposing the first factor of \(H\) gives

\[
H_{\rm rep}=\tfrac12\sum_{k,l}s_ks_l\,|u_l^*\rangle\langle u_k^*|\otimes|v_k^*\rangle\langle v_l^*| .
\]

It sends \(u_m^*\otimes v_n^*\) to \(\tfrac12s_ms_n\,u_n^*\otimes v_m^*\). Its eigenvalues are \(\tfrac12s_1^2\), \(\tfrac12s_2^2\) and \(\pm\tfrac12s_1s_2\). Dividing by \(M_{00}=\tfrac12(s_1^2+s_2^2)\), the least one is

\[
\frac{\lambda_{\min}}{M_{00}}=-\frac{s_1s_2}{s_1^2+s_2^2}=-\tfrac12\sqrt{1-D^2},\qquad
D=\frac{s_1^2-s_2^2}{s_1^2+s_2^2},
\]

where \(D\) is the diattenuation. A pure retarder (\(D=0\)) gives \(-\tfrac12\). An ideal polariser (\(D=1\)) gives zero: its misreported matrix is realisable, and the eigenvalues cannot reveal the error.

## A quarter-wave film

Take a free-standing film 60 µm thick with mean index 1.59 and birefringence 0.0023, measured at 550 nm, with its slow axis at 30°. The retardation is \(0.0023\times60\,000\ \mathrm{nm}=138\ \mathrm{nm}\), or \(360^\circ\times138/550=90.3^\circ\). For fields varying as \(e^{-i\omega t}\), without reflections, and with the wrong sign of \(S_3\), the reported matrix is

\[
M_{\rm rep}=\begin{pmatrix}1&0&0&0\\0&0.2457&0.4355&-0.8660\\0&0.4355&0.7486&0.5000\\0&-0.8660&0.5000&0.0057\end{pmatrix}.
\]

It passes the Stokes test. The four-element inequality passes too, but only just: \(1-0.2457-0.7486+0.0057=0.0114>0\). For a linear retarder with retardation \(\delta\) and this sign error, \(M_{11}+M_{22}=1+\cos\delta\) and \(M_{33}=-\cos\delta\), so the left side is \(-2\cos\delta\). It is positive here because \(\delta\) slightly exceeds 90°, and element errors of 0.01 could change its sign. The inequality probes only the direction \(|s\rangle\), and the negative eigenvector now has only about half of its squared length along \(|s\rangle\). The full coherency matrix still has eigenvalues \(-0.5,0.5,0.5,0.5\); restoring the sign gives \(0,0,0,1\).

These parameters are assumed, with magnitudes plausible for a stretched polymer retardation film. A real film also reflects at its surfaces, and the resulting interference fringes differ for the two axes. In the model, the largest diattenuation found within 15 nm of 550 nm is 0.104, which changes the least eigenvalue to \(-0.497\). Averaging over a 10 nm bandwidth (full width at half maximum), with the birefringence falling by 0.1 % per nm, also leaves \(-0.497\). Adding an assumed 1 % of complete depolarisation, to represent haze, gives \(-0.490\). Variations of thickness and axis across the measured spot are not included.

Measurement errors shift each eigenvalue by at most \(\|\Delta H\|_F=\tfrac12\|\Delta M\|_F\). If all sixteen elements are wrong by at most 0.01, the bound is \(\tfrac12\times4\times0.01=0.02\), and the least eigenvalue stays below \(-0.46\). The sign error cannot hide behind these effects. Conversely, a correctly reported film has eigenvalues near zero, which the same errors may push slightly negative. With this error level, a value below \(-0.02\) excludes a realisable matrix, whereas for a value between \(-0.02\) and zero this bound does not settle the question. The numerical output lists the individual contributions.

## Values computed for the example and the checks

```
Sample input Stokes vector (relative): 1.0 0.6 0.0 0.8
Its image under diag(1,1,1,-1): 1.0 0.6 0.0 -0.8
Smallest S0-|S| after the flip, 4000 inputs: 2.2e-16 (abs)
Eigenvalues of H for the flip: -0.5000 0.5000 0.5000 0.5000
Witness M00-M11-M22+M33 for the flip: -2.0
Lowest witness/M00, 300 random Jones matrices: 5.3e-03
Two-mode beam power in: 1.0 mW
Predicted antisymmetric analyser power: -0.50 mW
Largest realisable a in diag(1,a,a,-a): 0.3333
Distance to nearest realisable matrix: 1.1547
Diagonal of nearest realisable matrix: 1.000 0.333 0.333 -0.333
Mirror, proper triads, diagonal: 1.0 1.0 -1.0 -1.0
Mirror, mixed bookkeeping, diagonal: 1.0 1.0 1.0 -1.0
Sign error on ideal polariser, least eig: 0.0000 (abs)
Film: wavelength 550 nm, thickness 60 um
Film: index 1.59, birefringence 0.0023, axis 30 deg
Film retardation: 138.0 nm = 90.33 deg
Reported film matrix, row 0: 1.0000 0.0000 0.0000 0.0000
Reported film matrix, row 1: 0.0000 0.2457 0.4355 -0.8660
Reported film matrix, row 2: 0.0000 0.4355 0.7486 0.5000
Reported film matrix, row 3: 0.0000 -0.8660 0.5000 0.0057
Reported film, smallest S0-|S|: 3.3e-16 (abs)
Reported film, eigenvalues of H: -0.5000 0.5000 0.5000 0.5000
Corrected film, eigenvalues of H: 0.0000 0.0000 0.0000 1.0000
Largest fringe diattenuation: 0.1038
  at wavelength 549.46 nm, least eig -0.4973
Bandwidth (FWHM): 10 nm
Relative birefringence slope: -0.0010 per nm
Band-averaged, sign error, least eig: -0.4972
Band-averaged, corrected, eigenvalues: 0.00000 0.00000 0.00277 0.99723
With haze fraction 0.01 added, least eig: -0.4898
Element error 0.01: eigenvalue shift bound 0.0200
Largest shift in 500 noisy matrices: 0.0108
Least eig plus shift bound: -0.4698
```
